Sphere estimate of the image energy of a charged supercell

**1. What dimensions fix, and what they leave open**

A point charge q sits in a supercell of volume V and repeats on a lattice, in a medium of scalar dielectric constant ε. A uniform background of density −q/V keeps each cell neutral. The image energy E is the electrostatic energy per cell minus that of one isolated charge in the same medium. The correction to be added to a computed defect energy is therefore −E. The algebra is in atomic units.

The equations are linear in the charge, so E is proportional to q²/ε. The only lengths are those of the lattice. Let R be the radius of the sphere with the cell's volume, V = 4πR³/3. Then

E = −C q²/(εR),

where C depends on the shape of the lattice and not on its size. The leading estimate replaces the cell by the sphere and gives C = 0.9. The first correction measures how far the cell is from being a sphere. It depends on shape and is not a further term in a series in 1/R: enlarging the cell at fixed shape reduces the error in energy but not the relative error.

**2. Energy and the zero of potential**

Let φ be the periodic potential with zero cell average. Near the charge at the origin write

φ(r) = q/(εr) + w(r),

with w smooth. The energy per cell is half the integral of charge density times potential. The term q/(εr) acting on its own charge is the energy of the isolated charge and is subtracted. The background contributes −(q/2V)∫φ over the cell, which is zero. Hence

E = q w(0)/2.

Adding a constant to φ would not change the total energy, because the cell is neutral. The zero average makes the background term vanish.

**3. Leading term: the sphere**

Put q at the centre of a ball of background with density −3q/(4πR³). The point-background energy is

−(3q²/εR³) ∫₀ᴿ r dr = −3q²/(2εR).

For the background's own energy, build it in shells. The charge already inside radius r is −q r³/R³, and the next shell carries −3q r² dr/R³. Their product divided by εr gives

(3q²/εR⁶) ∫₀ᴿ r⁴ dr = +3q²/(5εR).

The sum is

E_sphere = (−1.5 + 0.6) q²/(εR) = −0.9 q²/(εR).

By Gauss's law a neutral sphere has no field outside, so separate spheres would not interact. Real cells fill space and cannot be spheres, which is where the error enters.

**4. First correction: an exact expression**

Poisson's equation for w contains only the background, as long as no other lattice charge is near:

∇²w = 4πq/(εV) = 3q/(εR³).

Let w̄(r) be the average of w over a sphere of radius r about the origin. It obeys

(1/r²) d/dr (r² dw̄/dr) = 3q/(εR³).

One integration, with no singularity at r = 0, gives dw̄/dr = q r/(εR³). A second gives

w̄(r) = w(0) + q r²/(2εR³).

Now average over the whole ball of radius R. The mean of r² is 3R²/5 and the mean of 1/r is 3/(2R), so

⟨φ⟩ = w(0) + 0.3 q/(εR) + 1.5 q/(εR) = w(0) + 1.8 q/(εR).

Solving for w(0) and multiplying by q/2,

E = −0.9 q²/(εR) + (q/2)⟨φ⟩.

The condition is that the ball contains no second lattice charge. For the simple cubic (sc) lattice R = 0.620 L, less than the neighbour distance L. With cubic edge a, the body-centred lattice (bcc) has R = 0.492a against a neighbour distance 0.866a, and the face-centred lattice (fcc) has 0.391a against 0.707a.

**5. Why the correction is small, and its sign**

The average of φ over the Wigner-Seitz cell is zero, and the ball has the same volume. Their common part cancels when the two integrals are subtracted. Let m be the fraction of the ball outside the cell; an equal volume of the cell lies outside the ball. Then

⟨φ⟩ = m (φ₁ − φ₂),

where φ₁ is the mean potential in the parts of the ball outside the cell and φ₂ the mean in the parts of the cell outside the ball. The correction is a product of a misfit volume and a potential difference.

For the sc lattice the ball protrudes through six faces in caps of height h = R − L/2 = 0.120 L, so

m = 2πh²(3R − h)/L³ = 0.158.

The sign can be proved. Take q > 0 and let Φ(r) be the average of φ over a ball of radius R centred at r, so that Φ(0) = ⟨φ⟩. This Φ is the zero-average potential of a lattice in which each point charge has been spread uniformly over such a ball, together with the background. Inside the ball at the origin the spread charge has density at least q/V, since the ball has volume V and overlapping neighbours can only add to it. The net density there is not negative, so ∇²Φ ≤ 0, and the value at the centre is at least the average over the ball:

Φ(0) ≥ ⟨Φ⟩.

The field energy per cell of the spread lattice is W = q⟨Φ⟩/2, again because the background term vanishes. A field energy is not negative, hence ⟨φ⟩ ≥ 2W/q ≥ 0. For q < 0 all potentials change sign and q⟨φ⟩ is still not negative. Under the condition of section 4, the sphere energy is therefore a lower bound: it makes E too negative, or leaves it unchanged.

**6. Reference values for the cubic lattices**

To sum the lattice, add and subtract at each site a Gaussian charge whose potential is q erf(ηr)/(εr). A point minus its Gaussian has the short-ranged potential q erfc(ηr)/(εr). The cell average of this part, summed over the lattice, is

(4πq/εV) ∫₀^∞ r erfc(ηr) dr = πq/(εη²V),

and it must be subtracted to keep φ at zero average. The Gaussians plus background are summed over reciprocal vectors G ≠ 0. At the origin, removing q/(εr) from the site's own short-ranged term leaves −q erf(ηr)/(εr), which tends to −2ηq/(ε√π). Therefore

E = (q²/2ε) [ Σ erfc(ηd)/d + (4π/V) Σ exp(−G²/4η²)/G² − 2η/√π − π/(η²V) ],

where d runs over the distances to the other sites.

The ball average follows separately from the plain Fourier series of φ. The average of exp(iG·r) over the ball is f(GR), with f(x) = 3(sin x − x cos x)/x³, so

⟨φ⟩ = (4πq/εV) Σ f(GR)/G².

The results are as follows, with the excess of the sphere's magnitude taken relative to the lattice energy:

- sc: C = 0.8801, ⟨φ⟩ = 0.0399 q/(εR), excess 2.27 percent, misfit 15.8 percent.
- bcc: C = 0.8959, ⟨φ⟩ = 0.0081 q/(εR), excess 0.45 percent, misfit 8.4 percent.
- fcc: C = 0.8959, ⟨φ⟩ = 0.0083 q/(εR), excess 0.46 percent, misfit about 8 percent.

The averages listed are converged values. The Fourier series converges slowly, and the cut series in the numerical output gives 0.0400, 0.0082 and 0.0084, each about 0.0001 too high. For sc the identity with the cut series reads −0.9 + 0.0400/2 = −0.8800, against the Ewald value −0.8801. All three lattices satisfy it within 0.0002 q²/(εR), the tolerance allowed for the cut series.

Dividing ⟨φ⟩ by m gives the potential difference φ₁ − φ₂: about 0.25 q/(εR) for sc and about 0.10 for the other two. Both factors are smaller in bcc and fcc, which explains why their errors are about five times smaller.

**7. Second case: elongated cells and anisotropic media**

The errors found above, all below 3 percent, are those of the three cubic lattices. For tetragonal cells compared at fixed volume, the sphere energy stays the same while the lattice energy changes. The excess is 8.8 percent at c/a = 1.5, 27.5 percent at c/a = 2 and 24.6 percent at c/a = 0.5. At c/a = 3 it reaches 165 percent, because C has fallen to 0.34.

A dielectric tensor with principal values ε₁, ε₂, ε₃ along the cell edges produces the same distortion. Poisson's equation is then

Σ εᵢ ∂²φ/∂xᵢ² = −4πρ.

Set xᵢ = √εᵢ x′ᵢ. The left side becomes the ordinary Laplacian in x′. With D = ε₁ε₂ε₃, a point charge transforms as δ(r) = δ(r′)/√D. The potential is thus 1/√D times that of a vacuum lattice of charges q with edges L′ᵢ = Lᵢ/√εᵢ, and

E = E′/√D.

The mapped volume is V/√D, so the mapped radius is R/D^(1/6). The sphere estimate becomes

E_sphere = −0.9 q² D^(1/6)/(R√D) = −0.9 q²/(R D^(1/3)).

The geometric mean of the tensor takes the place of ε, but the accuracy is that of the mapped cell. For a cube with principal values 16, 16 and 8, the geometric mean is 12.70 and the sphere gives

−0.9/(0.62035 × 12.70) = −0.1142 q²/L.

The lattice energy is −0.1069 q²/L, so the excess is 6.9 percent. The mapped cell is a tetragonal one with c/a = √2. Choosing edges in proportion to √εᵢ would map the cell to a cube and restore the 2.27 percent. This holds for the electrostatic term, with the tensor's axes along the edges, and as far as the crystal's periodicity permits such edges.

**8. Worked example: a doubly charged vacancy in silicon**

Take the rough typical values a = 5.43 Å and ε = 11.7, and q = 2 e. With e²/(4πε₀) = 14.40 eV Å,

q²/ε → 4 × 14.40/11.7 = 4.923 eV Å.

The sc supercell of 216 atoms, counted before one is removed, has L = 3a = 16.29 Å and R = 10.106 Å. Then

E_sphere = −0.9 × 4.923/10.106 = −0.438 eV,

E_lattice = −1.4186 × 4.923/16.29 = −0.429 eV.

The correction to add is about +0.43 eV, and the sphere overstates it by 0.010 eV. For a 256-atom bcc supercell the two energies are −0.414 and −0.412 eV; for a 250-atom fcc supercell, −0.418 and −0.416 eV. The sphere error there is about 0.002 eV.

**Finite extent of the charge.** Suppose q is spread as a Gaussian of standard deviation σ. Its interaction energy carries the factor exp(−σ²G²), so it matches the Ewald expression with η = 1/(2σ). The image energy of the spread charge contains the reciprocal sum and the term −2η/√π, but not the term −π/(η²V). If neighbouring Gaussians do not overlap, the difference from the point charge is

ΔE = (q²/2ε)(4πσ²/V) = 2πq²σ²/(εV).

For σ = 2.0 Å, chosen to be comparable with a bond length, and V = 4323 Å³, this is +0.029 eV, three times the sphere error. The sphere estimate then exceeds the image energy of the spread charge in magnitude by about 0.038 eV, or nearly 10 percent.

Whether this term is missing from a correction depends on how potentials are aligned. Far from the defect, the zero-average potential of the spread charges lies above that of the point charges by 2πqσ²/(εV), and q times this offset is exactly ΔE. A correction that aligns the computed potential far from the defect to that of the point-charge lattice therefore already contains the spread term, which must not be added again. The comparison below is for a correction without this alignment.

The two errors scale differently. In the sc lattice the shape error is 0.0199 q²/(εR), while the spread term is 1.5 q²σ²/(εR³). They are equal at

R = σ √(1.5/0.0199) ≈ 8.7σ,

about 17 Å here, or L ≈ 28 Å. In smaller cells of this shape the spread matters more; in larger ones the shape does.

**9. The numbers beside a real wafer**

Silicon is cubic, so a scalar ε is justified by symmetry, but its value should be the one that describes the calculation being corrected. Raising ε from 11.7 to 12.7 changes the lattice energy by +0.034 eV, again more than the sphere error. A real wafer also breaks the assumption of an otherwise empty dielectric. If mobile carriers screen the charge linearly, its potential becomes q exp(−r/λ)/(εr). The induced part at the origin is −q/(ελ), and half the charge times this gives −q²/(2ελ). This is the work of charging the defect at fixed temperature, a free energy and not the electrostatic energy alone. For 10¹⁷ carriers per cm³ at 300 K, a moderate doping, λ is 129 Å and this free energy is −0.019 eV. It shifts the free energy of the isolated defect and is not an image term. It is only an order of magnitude, because within about 60 Å of the defect a carrier's energy in this screened potential exceeds kT in magnitude, and linear screening is doubtful there. Atomic relaxation, band filling and the short-range details of screening are left out.

The reference level needs separate care. In the sphere model the potential inside is

φ_s = q/(εr) − q(3R² − r²)/(2εR³),

which vanishes at r = R. Its ball average is (1.5 − 1.5 + 0.3) q/(εR) = 0.3 q/(εR), so the edge lies at −0.3 q/(εR) relative to the average. Times the charge, this is −0.146 eV in the 216-atom cell. At the corner of the actual cubic cell the corresponding value is −0.242 eV. An electron level read at the corner without first removing the periodic model potential is too high by half this magnitude, 0.121 eV, because an electron carries charge −e. Multiplied by the charge number 2, it shifts the formation energy by +0.242 eV. The sphere, accurate for the total energy of this cell, is a poor guide to the potential at the cell's corner.

For defect concentrations, compare the energies with kT = 0.112 eV at a rough anneal temperature of 1300 K, holding ε, the Fermi level and the chemical potentials fixed and leaving out screening by carriers. That screening is not small at 1300 K: intrinsic silicon then has roughly 10¹⁹ electrons and as many holes per cm³, λ is about 20 Å, and the linear formula gives roughly −0.1 eV, an order of magnitude more than the sphere error. This too is only an order of magnitude, since a carrier's energy exceeds kT within about 12 Å of the defect. The factors below therefore compare corrections with one another and do not predict real concentrations. Omitting the point-charge correction makes the formation energy too low by 0.429 eV and the predicted concentration too high by a factor of about 46. Using the sphere in place of the lattice sum makes it too low by a factor of 1.09. Within this model the sphere suffices for a quick estimate in a cubic cell; in the 216-atom cell a change of ε by 1 matters more than the shape does, and so does a Gaussian spread of the charge with σ above about 1.2 Å, such as the assumed 2.0 Å, if the potential is not aligned far from the defect. The computed values are collected in the numerical output below.

Values computed for the example and the checks

```
Sphere energies in q^2/(epsilon R), dimensionless:
 point-background -1.5000
 background self 0.6000
 total -0.9000
Sphere edge potential -0.3000 q/(epsilon R)
Lattice: E R/q^2, sphere excess %, ball average R/q, misfit %
 sc: -0.880059, 2.27, 0.0400, 15.8
 bcc: -0.895929, 0.45, 0.0082, 8.4
 fcc: -0.895874, 0.46, 0.0084, 7.8
sc length form: E = -1.418649 q^2/(epsilon L)
sc radius: R/L = 0.62035
Tetragonal c/a: E R/q^2, sphere excess %
 0.5: -0.72212, 24.6
 1.5: -0.82687, 8.8
 2.0: -0.70572, 27.5
 3.0: -0.33939, 165.2
Tensor diagonal: 16, 16, 8
 geometric mean 12.699
 lattice E L/q^2 -0.106869
 sphere E L/q^2 -0.114243
 sphere excess 6.9 %
Silicon example, rough typical inputs:
 a = 5.43 angstrom, epsilon = 11.7
 charge = 2 e; e^2/(4 pi eps0) = 14.3996 eV angstrom
Cell, atoms: R angstrom, sphere eV, lattice eV, difference eV
 sc, 216: 10.106, -0.4384, -0.4287, -0.0097
 bcc, 256: 10.694, -0.4143, -0.4124, -0.0019
 fcc, 250: 10.610, -0.4176, -0.4157, -0.0019
216-atom cell: L = 16.29 angstrom, V = 4322.8 angstrom^3
Neglected effects for the 216-atom cell:
 Gaussian spread 2.0 angstrom: +0.0286 eV
 epsilon raised by 1: +0.0338 eV
 carriers 1e+17 cm^-3 at 300 K:
  Debye length 129.3 angstrom
  screening energy -0.0190 eV
 charge times sphere edge potential: -0.1461 eV
 charge times lattice corner potential: -0.2424 eV
Anneal temperature 1300 K, kT = 0.1120 eV
 concentration factor, sphere error: 1.091
 concentration factor, full image energy: 45.9
```
